\section*{The $1/q$ Divergence of the Electron--Phonon Matrix Element in Polar Crystals, part 1}

(Sections cited here and not found follow in the second part.)

\section{The macroscopic potential}

Q. I am told that the electron--phonon matrix element of a polar crystal diverges as $1/q$. A displaced atom is a local disturbance. Which quantity diverges?

A. Displace atom $\kappa$ (mass $M_\kappa$, position $\bm\tau_\kappa$) in the cell at $\mathbf R$ by $\mathbf u_\kappa e^{i\mathbf q\cdot\mathbf R}$. For a harmonic phonon $\mathbf u_\kappa=(\hbar/2M_\kappa\omega_{\mathbf q\nu})^{1/2}\mathbf e_{\kappa\nu}$ with $\sum_\kappa|\mathbf e_{\kappa\nu}|^2=1$; the factor $N^{-1/2}$ for $N$ cells is kept outside $g$. Linear response commutes with lattice translations, so the change of the self-consistent potential energy of an electron has Bloch form, $\delta V(\mathbf r)=\sum_{\mathbf G}\delta V(\mathbf q+\mathbf G)e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$. Between states $e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u_{n\mathbf k}$ normalised in the cell, the plane-wave factors leave $e^{i\mathbf G\cdot\mathbf r}$:
\begin{equation}\label{def}
g_{mn\nu}(\mathbf k,\mathbf q)=\sum_{\mathbf G}\delta V(\mathbf q+\mathbf G)\,\langle u_{m\mathbf k+\mathbf q}|e^{i\mathbf G\cdot\mathbf r}|u_{n\mathbf k}\rangle .
\end{equation}
The overlaps are at most one in modulus, so a divergence must sit in $\delta V$. Poisson's equation in Gaussian units is $\phi(\mathbf K)=4\pi\rho(\mathbf K)/K^2$ with $\mathbf K=\mathbf q+\mathbf G$, and only the $\mathbf G=0$ kernel is singular at $q\to0$. I assume a three-dimensional insulator without free carriers, $\hbar\omega$ far below the gap so that electrons screen statically, a local potential and a semilocal exchange-correlation kernel.

Q. The charge $\rho$ depends on $\phi$ through every $\mathbf G$. How is the singular term isolated without inverting the whole dielectric matrix?

A. By Vogl's partition. Call $\phi_M=\phi(\mathbf q)$ the macroscopic potential and treat it for the moment as an independent variable. By linearity the total charge change, ions included, is
\begin{equation}\label{split}
\rho(\mathbf K)=\bar\rho(\mathbf K)+\bar\chi(\mathbf K,\mathbf q)\,\phi_M ,
\end{equation}
where $\bar\rho$ answers the displacement at $\phi_M=0$ and $\bar\chi$ answers $\phi_M$ at clamped ions. Both are self-consistent in all $\mathbf G\neq0$ components, so they hold every local-field and exchange-correlation effect. They involve only the kernels $4\pi/|\mathbf q+\mathbf G|^2$ with $\mathbf G\ne0$ and energy denominators no smaller than the gap. I therefore take them to be analytic at $\mathbf q=0$; this is the assumption on which the expansion rests.

Let $\rho_{\kappa\beta}(\mathbf s)u_{\kappa\beta}$ be the charge that one displaced atom produces at $\phi_M=0$, with $\mathbf s$ measured from its site. Summing over cells, the phases $e^{i\mathbf q\cdot\mathbf R}$ cancel against $e^{-i\mathbf q\cdot(\mathbf R+\bm\tau_\kappa+\mathbf s)}$, and with cell volume $\Omega$
\begin{align}
\bar\rho(\mathbf q)&=\frac1\Omega\sum_{\kappa\beta}u_{\kappa\beta}e^{-i\mathbf q\cdot\bm\tau_\kappa}\int d^3s\,\rho_{\kappa\beta}(\mathbf s)\Big[1-iq_\alpha s_\alpha-\tfrac12q_\alpha q_\gamma s_\alpha s_\gamma+\dots\Big]\nonumber\\
&=\frac e\Omega\sum_{\kappa\beta}e^{-i\mathbf q\cdot\bm\tau_\kappa}\Big[-iq_\alpha Z^*_{\kappa,\alpha\beta}-\tfrac12q_\alpha q_\gamma Q_{\kappa\beta,\alpha\gamma}+\dots\Big]u_{\kappa\beta}.\label{rhobar}
\end{align}
Repeated $\alpha,\gamma$ are summed. The zeroth moment vanishes because a displacement moves charge and creates none. The first moment is the dipole per displacement; a uniform sublattice shift gives $P_\alpha=\Omega^{-1}\int s_\alpha\rho_{\kappa\beta}\,d^3s\;u_{\kappa\beta}$, so it equals $eZ^*_{\kappa,\alpha\beta}$ with the Born charge $Z^*_{\kappa,\alpha\beta}=(\Omega/e)\,\partial P_\alpha/\partial u_{\kappa\beta}$ at zero macroscopic field. The second moment $eQ$ is the quadrupole.

For the second term of \eqref{split}, a constant potential induces nothing, so the response starts with the field $\mathbf E=-\nabla\phi\to-i\mathbf q\phi_M$. The clamped-ion tensor $\epsilon^\infty$ is defined by $\mathbf P=(\epsilon^\infty-1)\mathbf E/4\pi$, and $\rho=-\nabla\cdot\mathbf P\to-i\mathbf q\cdot\mathbf P$. Since $(-i)^2=-1$, at leading order
\begin{equation}
\bar\chi(\mathbf q,\mathbf q)\phi_M=-\frac{\mathbf q\cdot(\epsilon^\infty-1)\cdot\mathbf q}{4\pi}\,\phi_M .
\end{equation}
Now restore the $\mathbf G=0$ Poisson equation:
\begin{equation}
q^2\phi_M=4\pi\bar\rho-\mathbf q\cdot\epsilon^\infty\cdot\mathbf q\,\phi_M+q^2\phi_M
\quad\Rightarrow\quad
\phi_M=\frac{4\pi\bar\rho(\mathbf q)}{\mathbf q\cdot\epsilon^\infty\cdot\mathbf q}.
\end{equation}
The electron has charge $-e$, so $\delta V(\mathbf q)=-e\phi_M$, and $(-e)(-i)=+ie$ gives
\begin{equation}\label{vogl}
\delta V(\mathbf q)=i\,\frac{4\pi e^2}{\Omega}\sum_\kappa\frac{\mathbf q\cdot Z^*_\kappa\cdot\mathbf u_\kappa}{\mathbf q\cdot\epsilon^\infty\cdot\mathbf q}\,e^{-i\mathbf q\cdot\bm\tau_\kappa}+O(q^0).
\end{equation}
One power of $q$ above and two below make $1/q$. In SI units $4\pi e^2\to e^2/\varepsilon_0$. The disturbance is local, but it carries a dipole, whose potential falls only as $1/r^2$. The quadrupole adds $(2\pi e^2/\Omega)\sum q_\alpha q_\gamma Q_{\kappa\beta,\alpha\gamma}u_{\kappa\beta}/(\mathbf q\cdot\epsilon^\infty\cdot\mathbf q)$ at order $q^0$, the order at which the phase $e^{-i\mathbf q\cdot\bm\tau_\kappa}$ first matters.

Q. Local fields are strong. I doubt that they vanish into two tensors, and I doubt that the index order of $Z^*$ matters.

A. The numerical check printed below tests both on a triclinic two-atom model without inversion centre: charges $\pm e$, tensor polarizabilities, springs and Ewald dipole sums, defined by its harmonic energy. $Z^*$ and $\epsilon^\infty$ are computed from their $\mathbf q=0$ definitions, and the full local-field problem is solved separately at finite $\mathbf q$. The Born tensor comes out unsymmetric, $Z^*_{xz}=-0.0042$ against $Z^*_{zx}=-0.0287$. At $q=10^{-6}\,\mathrm{bohr}^{-1}$, over three directions and six displacements, the complex $q\,\delta V(\mathbf q)$ agrees with \eqref{vogl} to $5.4\times10^{-6}$ of the largest component. With $Z^*$ transposed the error is $4.1\times10^{-2}$. The wavevector contracts the polarization index, as \eqref{rhobar} demands.

\section{From the potential to the matrix element}

Q. Equation \eqref{def} has other terms. They respond to a diverging $\phi_M$; why do they stay finite?

A. They respond to the field, not to the potential. For $\mathbf G\ne0$ the same argument gives $\bar\chi(\mathbf q+\mathbf G,\mathbf q)=O(q)$, and $O(q)\times O(1/q)$ is finite. The kernel $4\pi/|\mathbf q+\mathbf G|^2$ is finite as well. The limit of this induced part is linear in $\mathbf E=-i\mathbf q\phi_M$, which depends on the direction $\hat{\mathbf q}$. The displacement adds the part already present at $\phi_M=0$, which is finite and analytic. The $\mathbf G\ne0$ components are therefore bounded but in general not analytic. A semilocal exchange-correlation potential is a finite kernel acting on finite densities and is also $O(q^0)$; so is a short-ranged nonlocal pseudopotential.

Q. Then every pair of bands inherits the divergence through the $\mathbf G=0$ overlap?

A. No. The periodic parts obey $H_{\mathbf k+\mathbf q}=H_{\mathbf k}+(\hbar/m_e)\,\mathbf q\cdot\mathbf p+O(q^2)$ with $\mathbf p=-i\hbar\nabla+\hbar\mathbf k$. For a nondegenerate band $m$, with the phase fixed so that $\langle u_{m\mathbf k+\mathbf q}|u_{m\mathbf k}\rangle>0$, first-order theory gives
\begin{equation}
|u_{m\mathbf k+\mathbf q}\rangle=|u_{m\mathbf k}\rangle+\frac{\hbar}{m_e}\sum_{l\ne m}|u_{l\mathbf k}\rangle\frac{\mathbf q\cdot\mathbf p_{lm}}{\varepsilon_m-\varepsilon_l}.
\end{equation}
Taking the bra, projecting on $u_{n\mathbf k}$ and using $\mathbf p_{nm}^*=\mathbf p_{mn}$, the overlap is $1+O(q^2)$ for $m=n$ and $(\hbar/m_e)\,\mathbf q\cdot\mathbf p_{mn}/(\varepsilon_m-\varepsilon_n)$ for $m\neq n$. The interband factor $q$ cancels the $1/q$. Hence, for optical modes,
\begin{equation}\label{A}
g_{mn\nu}=\frac{A_\nu(\hat{\mathbf q})}{q}\,\delta_{mn}+O(q^0),\qquad
A_\nu=i\,\frac{4\pi e^2}{\Omega}\,\frac{\hat{\mathbf q}\cdot\mathbf p_\nu}{\hat{\mathbf q}\cdot\epsilon^\infty\cdot\hat{\mathbf q}},
\end{equation}
with the mode dipole $\mathbf p_\nu=\sum_\kappa Z^*_\kappa\cdot\mathbf u_{\kappa\nu}(\hat{\mathbf q})$, a length. The coefficient is the same for every band and every $\mathbf k$, because a slowly varying potential shifts all levels alike. At a degeneracy the states at $\mathbf k+\mathbf q$ are, at zeroth order, mixtures of those at $\mathbf k$, and $\delta_{mn}$ becomes a unitary matrix within the multiplet. Near a degeneracy \eqref{A} needs $(\hbar/m_e)|\mathbf q\cdot\mathbf p_{mn}|\ll|\varepsilon_m-\varepsilon_n|$.

In the model, with plane-wave Bloch states in \eqref{def} and $\hat{\mathbf q}\propto(1,2,3)$, the three optical modes have $q|g_{00}|=0.3499$, $0.5274$, $2.7326$ in $10^{-3}$ Ha/bohr, the digits that \eqref{A} gives. For the top mode the logarithmic slope is $-1.00000$, while $|g_{10}|=2.3097\times10^{-3}$ Ha at both $q=10^{-5}$ and $10^{-6}\,\mathrm{bohr}^{-1}$. This interband value is for a basis of 125 plane waves and rises by about $0.3\%$ in a converged basis.

\section{The real-space route and the sum over $\mathbf G$}

Q. The Verdi--Giustino expression has a sum over $\mathbf G$ that \eqref{vogl} lacks. Where does it come from?

A. From point dipoles in a dielectric continuum. The potential of a unit charge obeys $\nabla\cdot\epsilon^\infty\nabla\mathcal G=-4\pi\delta(\mathbf r)$. Put $\mathbf r=(\epsilon^\infty)^{1/2}\mathbf s$, which is allowed because $\epsilon^\infty$ is symmetric and positive. The operator becomes $\nabla_s^2$, the volume element is $d^3r=\sqrt{\det\epsilon^\infty}\,d^3s$ and $\delta(\mathbf r)=\delta(\mathbf s)/\sqrt{\det\epsilon^\infty}$, so
\begin{equation}
\mathcal G(\mathbf r)=\frac{1}{\sqrt{\det\epsilon^\infty}\;s},\qquad s=\big[\mathbf r\cdot(\epsilon^\infty)^{-1}\cdot\mathbf r\big]^{1/2}.
\end{equation}
The Fourier integral needs a damping factor $e^{-\lambda s}$. With $\mathbf K'=(\epsilon^\infty)^{1/2}\mathbf K$ one has $\mathbf K\cdot\mathbf r=\mathbf K'\cdot\mathbf s$, the determinants cancel, and the angular average of $e^{-i\mathbf K'\cdot\mathbf s}$ is $\sin(K's)/K's$:
\begin{equation}
\int d^3r\,e^{-i\mathbf K\cdot\mathbf r}\mathcal G\,e^{-\lambda s}=\frac{4\pi}{K'}\int_0^\infty ds\,\sin(K's)\,e^{-\lambda s}=\frac{4\pi}{\mathbf K\cdot\epsilon^\infty\cdot\mathbf K+\lambda^2}.
\end{equation}
The numerical check confirms this by quadrature; then $\lambda\to0$. A dipole $\mathbf d$ at $\mathbf r_0$ has charge density $-\mathbf d\cdot\nabla\delta(\mathbf r-\mathbf r_0)$, whose transform, after one integration by parts, is $-i\mathbf K\cdot\mathbf d\,e^{-i\mathbf K\cdot\mathbf r_0}$. Place $\mathbf d=eZ^*_\kappa\cdot\mathbf u_\kappa e^{i\mathbf q\cdot\mathbf R}$ at $\mathbf R+\bm\tau_\kappa$. The sum $\sum_{\mathbf R}e^{i(\mathbf q-\mathbf K)\cdot\mathbf R}$ is $N$ for $\mathbf K=\mathbf q+\mathbf G$ and zero for other allowed $\mathbf K$. Dividing by the volume $N\Omega$, multiplying by $-e$ and inserting into \eqref{def},
\begin{align}
g^{L}_{mn\nu}(\mathbf k,\mathbf q)={}&i\,\frac{4\pi e^2}{\Omega}\sum_\kappa\Big(\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}\Big)^{1/2}\sum_{\mathbf G\neq-\mathbf q}\frac{\mathbf K\cdot Z^*_\kappa\cdot\mathbf e_{\kappa\nu}}{\mathbf K\cdot\epsilon^\infty\cdot\mathbf K}\nonumber\\
&\times e^{-i\mathbf K\cdot\bm\tau_\kappa}\,\langle u_{m\mathbf k+\mathbf q}|e^{i\mathbf G\cdot\mathbf r}|u_{n\mathbf k}\rangle .\label{VG}
\end{align}
Its $\mathbf G=0$ term is \eqref{vogl}.

Q. A continuum dielectric at the wavelength of one cell cannot be right.

A. It is not; only the $1/q$ part of \eqref{VG} is exact. In the model, moving atom A along $x$ gives $|\delta V(\mathbf q+\mathbf b_1)|\to0.0320$ and $0.0390$ Ha/bohr for two directions of approach, whereas the dipolar term for the same reciprocal vector $\mathbf b_1$ is $0.0214$ Ha/bohr for any direction. (The electron sees the model's dipoles smeared by the factor $e^{-K^2\sigma^2/4}$ with $\sigma=1$ bohr; for this comparison the dipolar term of \eqref{VG} has been multiplied by the same factor.) The sum serves periodicity. Under $\mathbf q\to\mathbf q+\mathbf G_0$ the eigenvectors are unchanged in the convention $e^{i\mathbf q\cdot\mathbf R}$, and $u_{m\mathbf k+\mathbf q+\mathbf G_0}=e^{-i\mathbf G_0\cdot\mathbf r}u_{m\mathbf k+\mathbf q}$ turns $e^{i\mathbf G\cdot\mathbf r}$ into $e^{i(\mathbf G+\mathbf G_0)\cdot\mathbf r}$; relabelling $\mathbf G$ restores \eqref{VG}. So $g^L$ has the periodicity of $g$ and its divergence at every reciprocal lattice point, and for optical modes $g-g^L$ is bounded, the least that interpolation in $\mathbf q$ needs; acoustic modes, whose amplitude itself diverges, are treated below. A factor $\exp(-\mathbf K\cdot\epsilon^\infty\cdot\mathbf K/4a)$ may be inserted to shorten the sum: it is $1+O(q^2)$ at $\mathbf G=0$ and alters $g^L$ there by $O(q)$. With it, at $a=1\,\mathrm{bohr}^{-2}$, the model's top mode has $|g-g^L|_{00}=0.0055\times10^{-3}$ Ha at both small $q$. The remainder is bounded but not smooth: the quadrupole and local-field terms leave it dependent on $\hat{\mathbf q}$.

For optical modes, the $1/q$ divergence comes from the macroscopic potential alone, is fixed by $Z^*$ and $\epsilon^\infty$, and is captured by $g^L$, which leaves a bounded but direction-dependent remainder. It remains to find which modes diverge and how strongly, to treat acoustic modes, to work a uniaxial example with numbers, and to see when the $1/q$ law fails.
